# Nuclear forces with Fermi occupations: slopes of the Mermin free energy

Take the molecule LiNa at a bond length of 300 pm, with its electrons at 10000 K, in restricted Hartree-Fock theory with the 6-31G basis. The force on the sodium nucleus is $+0.213$ nN, so it lengthens the bond. The internal energy, differentiated along the bond at the same temperature, gives $-dE/dR=-0.507$ nN, which would shorten it. The two numbers come from the same converged electronic states and differ even in sign. The missing $0.720$ nN is $T\,dS_{\rm el}/dR$, the entropy part of the slope of a free energy. The digits belong to this basis; larger bases keep the signs but change the sizes by up to about one half, as listed at the end.

## The model and its energy

The basis functions are real, not orthogonal, and centred on the nuclei. Their overlap matrix is $S$; the electronic entropy is $S_{\rm el}$. The one-electron matrix $h$ represents

$$-\frac{\hbar^2}{2m_e}\nabla^2-\sum_A\frac{Z_Ae^2}{4\pi\varepsilon_0|\mathbf r-\mathbf R_A|},$$

and $(\mu\nu|\kappa\lambda)$ are the repulsion integrals, including $e^2/4\pi\varepsilon_0$. Both spins share orbitals $c_i$ and occupations $f_i$ between 0 and 1. With

$$P=2\sum_i f_i c_ic_i^T,\qquad G_{\mu\nu}(P)=\sum_{\kappa\lambda}P_{\kappa\lambda}\left[(\mu\nu|\kappa\lambda)-\tfrac12(\mu\kappa|\nu\lambda)\right],$$

the internal energy, including the nuclear repulsion $V_{nn}$, is

$$E=\mathrm{Tr}\,Ph+\tfrac12\mathrm{Tr}\,P\,G(P)+V_{nn}.$$

This is a thermal average. Let each spin orbital $p$ be filled independently with probability $f_p$. A determinant with occupation numbers $n_p=0,1$ has electronic energy $\sum_p h_{pp}n_p+\frac12\sum_{pq}n_pn_q(J_{pq}-K_{pq})$, where $J$ and $K$ are Coulomb and exchange integrals and $K$ vanishes between opposite spins. For $p\ne q$, independence gives $\langle n_pn_q\rangle=f_pf_q$. The terms $p=q$ vanish because $J_{pp}=K_{pp}$, so $f_pf_q$ may be written there too. Summing over spins gives

$$2\sum_i f_ih_{ii}+\sum_{ij}f_if_j(2J_{ij}-K_{ij}),$$

which is $\mathrm{Tr}\,Ph+\frac12\mathrm{Tr}\,PG(P)$. A test that sums over the 16 fillings of two partly occupied orbitals confirms this. The electron number fluctuates in this ensemble, and $N=2\sum_if_i$ is its mean.

The entropy of independent fillings and the free energy are

$$S_{\rm el}=-2k_B\sum_i\left[f_i\ln f_i+(1-f_i)\ln(1-f_i)\right],\qquad A=E-TS_{\rm el}.$$

$A$ is the mean-field form of Mermin's free energy. It leaves out electron correlation and is not the exact free energy of the interacting electrons.

With $F=h+G(P)$, self-consistency means

$$Fc_i=\varepsilon_iSc_i,\qquad c_i^TSc_j=\delta_{ij},\qquad f_i=\frac{1}{1+e^{(\varepsilon_i-\mu)/k_BT}}.$$

Let $X$ be a nuclear coordinate. A superscript $X$ means that integrals are differentiated while matrix coefficients stay fixed. The claim is

$$\left(\frac{\partial A}{\partial X}\right)_{T,N}=g_X,$$

$$g_X=\mathrm{Tr}\,Ph^X+\tfrac12\mathrm{Tr}\,PG^X(P)-\mathrm{Tr}\,WS^X+V_{nn}^X,$$

$$W=2\sum_i f_i\varepsilon_ic_ic_i^T.$$

The force is $-g_X$. The term with $W$, the occupation-weighted energy-weighted density, is the Pulay term; it arises because the basis moves.

## First derivation: following orbitals and occupations

Assume that $c_i$, $\varepsilon_i$ and $f_i$ can be chosen as differentiable functions along the path. Differentiating $E$ gives the integral derivatives plus

$$\mathrm{Tr}\,h\,dP+\tfrac12\mathrm{Tr}\,dP\,G(P)+\tfrac12\mathrm{Tr}\,P\,G(dP).$$

The last two terms are equal, because the integrals are unchanged when the two electrons are exchanged. The factor $\frac12$ therefore disappears, and the sum is $\mathrm{Tr}\,F\,dP$. The density changes through occupations and orbitals:

$$dP=2\sum_i df_i\,c_ic_i^T+2\sum_i f_i(dc_i\,c_i^T+c_i\,dc_i^T).$$

Since $F$ is symmetric, the two orbital terms contribute equally to the trace. With $c_i^TFc_i=\varepsilon_i$ and $c_i^TF=\varepsilon_ic_i^TS$,

$$\mathrm{Tr}\,F\,dP=2\sum_i\varepsilon_i\,df_i+4\sum_i f_i\varepsilon_i\,c_i^TS\,dc_i.$$

The unknown $dc_i$ is removed by normalization. Differentiating $c_i^TSc_i=1$ gives $2c_i^TS\,dc_i=-c_i^TS^Xc_i\,dX$. Hence

$$4\sum_i f_i\varepsilon_i\,c_i^TS\,dc_i=-2\sum_i f_i\varepsilon_i\,c_i^TS^Xc_i\,dX=-\mathrm{Tr}\,WS^X\,dX,$$

and altogether

$$dE=g_X\,dX+2\sum_i\varepsilon_i\,df_i.$$

The last sum is what separates the two slopes. To identify it, differentiate the entropy. The derivative of $f\ln f+(1-f)\ln(1-f)$ is $\ln[f/(1-f)]$, and the Fermi function gives $k_BT\ln[(1-f_i)/f_i]=\varepsilon_i-\mu$. Therefore

$$T\,dS_{\rm el}=2k_BT\sum_i\ln\frac{1-f_i}{f_i}\,df_i=2\sum_i(\varepsilon_i-\mu)\,df_i.$$

Because $dN=2\sum_i df_i$, it follows that

$$dE=g_X\,dX+T\,dS_{\rm el}+\mu\,dN.$$

Subtracting $d(TS_{\rm el})=T\,dS_{\rm el}+S_{\rm el}\,dT$ gives

$$dA=g_X\,dX-S_{\rm el}\,dT+\mu\,dN.$$

At fixed $T$ and $N$ this is the claimed result. For the internal energy under the same conditions,

$$\left(\frac{\partial E}{\partial X}\right)_{T,N}=g_X+T\left(\frac{\partial S_{\rm el}}{\partial X}\right)_{T,N}.$$

What is held constant matters. At fixed $N$ and fixed entropy, $g_X$ is the derivative of $E$. The same holds if the occupations are frozen and the orbitals are converged again at each geometry: then $df_i=0$, and $dE=g_X\,dX$ follows directly. The statement that the force is not the slope of the internal energy thus refers to constant temperature.

For an open system, set $\Omega=A-\mu N$. Then

$$d\Omega=g_X\,dX-S_{\rm el}\,dT-N\,d\mu,$$

so $g_X$ is also the slope of $\Omega$ at fixed $T$ and $\mu$. In the example, the mean electron number then changes at $-0.345$ electrons per nm, yet $-d\Omega/dR$ is again $0.213$ nN. Converging $E$ with frozen occupations gives the same value. Both agreements are tested with finite differences of separately converged solutions.

## How large the difference is

Let a prime denote $d/dX$ at fixed $T$ and $N$, and put $w_i=f_i(1-f_i)$. The Fermi function gives

$$f_i'=-\frac{w_i}{k_BT}(\varepsilon_i'-\mu').$$

Since $\sum_i f_i'=0$, the chemical potential moves with the weighted mean of the levels:

$$\mu'=\frac{\sum_i w_i\varepsilon_i'}{\sum_i w_i}.$$

Inserting $f_i'$ into the entropy differential yields

$$TS_{\rm el}'=-\frac{2}{k_BT}\sum_i w_i(\varepsilon_i-\mu)(\varepsilon_i'-\mu').$$

The derivatives $\varepsilon_i'$ are total ones and include the response of the self-consistent field. For LiNa both this formula and direct differentiation of the entropy give $0.720$ nN. The positive sign means that, in the weighted sum, levels on the two sides of $\mu$ approach it as the bond lengthens. Occupations spread and the entropy rises.

In the cold limit, write $x_i=(\varepsilon_i-\mu)/k_BT$. Then

$$w_i=\frac{e^{-|x_i|}}{(1+e^{-|x_i|})^2}\le e^{-|x_i|}.$$

If every level stays at least a fixed distance $\Delta>0$ from $\mu$, and the level slopes stay bounded, each term of $TS_{\rm el}'$ is suppressed at least as $e^{-\Delta/k_BT}$, apart from powers of $1/T$. The slopes of $E$ and $A$ then coincide as $T\to0$. At 1000 K the force $-g_X$ is $-0.0032$ nN, in agreement with the force $-dE/dR$ from an ordinary ground-state Hartree-Fock calculation. If levels reach $\mu$, this argument does not apply.

The opposite limit shows an effect of the finite basis. With $M$ basis functions and $T\to\infty$, all occupations approach $\nu=N/2M$. Because $\sum_i w_i(\varepsilon_i'-\mu')=0$, the $\mu$ in $\varepsilon_i-\mu$ may be replaced by the mean level $\bar\varepsilon$. To leading order,

$$TS_{\rm el}'\approx-\frac{2\nu(1-\nu)}{k_BT}\sum_i(\varepsilon_i-\bar\varepsilon)(\varepsilon_i'-\bar\varepsilon').$$

The orbital energies stay finite in this limit, so the difference falls as $1/T$. This says nothing about real hot electrons, which can reach states outside any finite basis. The example is far from this regime: the entropy part is $0.058$, $0.720$ and $1.324$ nN at 5000, 10000 and 15000 K.

## Second derivation: a minimum over density matrices

The second route does not follow individual orbitals. Define the orthogonalized density matrix per spin,

$$Q=\tfrac12S^{1/2}PS^{1/2},\qquad P=2S^{-1/2}QS^{-1/2}.$$

The vectors $u_i=S^{1/2}c_i$ are orthonormal and $Q=\sum_i f_iu_iu_i^T$. Thus the eigenvalues of $Q$ are the occupations, and its trace is $N/2$. The admissible matrices are symmetric, with eigenvalues between 0 and 1 and this trace. These conditions do not contain the nuclear positions, which is the reason for using $Q$. The entropy also depends on $Q$ alone:

$$S_{\rm el}=-2k_B\mathrm{Tr}\left[Q\ln Q+(1-Q)\ln(1-Q)\right].$$

Now vary $Q$ at fixed $X$. The energy changes by

$$\delta E=\mathrm{Tr}\,F\,\delta P=2\,\mathrm{Tr}\,\tilde F\,\delta Q,\qquad \tilde F=S^{-1/2}FS^{-1/2}.$$

For a smooth function $q$, cyclic invariance of the trace gives $\delta\mathrm{Tr}\,q(Q)=\mathrm{Tr}\,q'(Q)\,\delta Q$, even if $\delta Q$ and $Q$ do not commute. Therefore

$$\delta A=2\,\mathrm{Tr}\left[\tilde F-k_BT\ln\frac{1-Q}{Q}\right]\delta Q.$$

At a minimum with $T>0$ no occupation is 0 or 1, because the entropy has infinite slope there and moving inward lowers $A$. The minimum is thus an interior point, and $\delta A$ must vanish for every symmetric $\delta Q$ of zero trace. The bracket must then be a multiple of the unit matrix. Calling the multiple $\mu$ and solving for $Q$,

$$Q=\left[1+e^{(\tilde F-\mu)/k_BT}\right]^{-1}.$$

This contains both the Hartree-Fock equation and the Fermi occupations. By contrast, $E$ alone is not stationary. Moving a small occupation $\delta$ per spin from orbital 7 to orbital 8 changes $E$ at the rate $2(\varepsilon_8-\varepsilon_7)$. With the printed levels this is $2(0.0108+0.7087)=1.439$ aJ, while the corresponding slope of $A$ vanishes within the accuracy of the test.

Let $a(X)$ be the minimum of $A[Q,X]$ at fixed $T$ and $N$, attained at $Q_X$. For a displacement $\eta>0$, using the old minimizer at the new geometry cannot give less than the new minimum, and conversely. Hence

$$a(X+\eta)-a(X)\le A[Q_X,X+\eta]-A[Q_X,X],$$

$$a(X+\eta)-a(X)\ge A[Q_{X+\eta},X+\eta]-A[Q_{X+\eta},X].$$

Divide by $\eta$ and let it go to zero. If $Q_X$ is continuous, both right-hand sides approach the derivative of $A$ at fixed $Q$. For $\eta<0$, division reverses the inequalities and the limit is the same. So

$$a'(X)=\left.\frac{\partial A}{\partial X}\right|_{Q}.$$

At fixed $Q$ the entropy is constant. What remains is $E$, with $P$ changing because $S$ changes. Put $Z=S^{-1/2}$, so that

$$dP=dZ\,S^{1/2}P+PS^{1/2}\,dZ.$$

From $c_i^TF=\varepsilon_ic_i^TS$ one finds $PF=WS$, and by transposition $FP=SW$. Cyclic reordering then gives

$$\mathrm{Tr}\,F\,dP=\mathrm{Tr}\,W\left[S\,dZ\,S^{1/2}+S^{1/2}\,dZ\,S\right].$$

To evaluate the bracket, differentiate $ZSZ=1$:

$$dZ\,SZ+Z\,dS\,Z+ZS\,dZ=0.$$

Multiplication by $S^{1/2}$ on both sides turns this into

$$S^{1/2}\,dZ\,S+dS+S\,dZ\,S^{1/2}=0.$$

The bracket is therefore $-dS$, and $\mathrm{Tr}\,F\,dP=-\mathrm{Tr}\,WS^X\,dX$. Adding the integral derivatives at fixed $P$ gives $a'(X)=g_X$.

## The weight in the Pulay term

The relation $PF=WS$ gives $W=PFS^{-1}$ for any occupations. A form valid for a ground state with filled and empty orbitals is $\frac12PFP$. At finite temperature it becomes

$$\tfrac12PFP=\tfrac12WSP=2\sum_i f_i^2\varepsilon_ic_ic_i^T,$$

which differs from $W$ by $2\sum_i f_i(1-f_i)\varepsilon_ic_ic_i^T$. The weight must be $f_i$, not $f_i^2$.

A shift of the energy zero shows the inconsistency. Add a constant $b$ to the potential of each electron, so that $h\to h+bS$ and $\varepsilon_i\to\varepsilon_i+b$. At fixed $N$ the free energy changes by the constant $bN$, and the force must not change. In $g_X$ the one-electron term gains $b\,\mathrm{Tr}\,PS^X$; since $W$ gains $bP$, the Pulay term removes it. With $\frac12PFP$ an amount

$$2b\sum_i f_i(1-f_i)\,c_i^TS^Xc_i$$

is left over, which in general is not zero.

For LiNa the correct contributions to the force are, in nN,

$$-193.761+107.502+1.879+84.593=0.213,$$

in the order one-electron, two-electron, Pulay and nuclear repulsion. With $\frac12PFP$ the Pulay part is $1.666$ nN, about 11% below its correct value. The other three parts add up to $-1.666$ nN, which the incorrect Pulay part nearly cancels, so only $0.0003$ nN is left of the force. With the usual energy zero, the incorrect force stays within $0.014$ nN of the 1000 K force between 280 and 340 pm, and 300 pm lies close to the cold minimum; in this example it thus misses almost the whole thermal change of the force. This value cannot be relied on, since the incorrect expression depends on the energy zero: $b=0.436$ aJ changes it by $0.141$ nN.

## What the two derivations assume

Both require self-consistency, and both require that the entropy in $A$ belong to the rule that fixes the occupations. If occupations come from another function while $S_{\rm el}$ is left unchanged, the cancellation in the first derivation and the stationarity in the second are both lost in general.

The first derivation uses only the self-consistent equations. It holds for a solution that is stationary without being the lowest minimum. Its price is the assumption of differentiable orbitals and occupations. Degenerate levels need care: orbitals 9 and 10 of LiNa are degenerate by axial symmetry, and for motion along the bond they can be kept apart by their orientation. In return, this route gives the differential of $E$ and the size of the entropy term.

The second derivation needs a minimum of $A$ and a continuous minimizer, but no derivative of an orbital, an occupation or $Q$ itself. The minimum is meant among matrices $Q$ shared by both spins. The LiNa solution is a local minimum in this set, but at 10000 K, as at 1000 K, it is unstable against giving the two spins different densities, so it is not the lowest mean-field free energy once the spin restriction is lifted. Degeneracies need no separate treatment. It explains why the response drops out of the force: a first-order change of $Q$ changes $A$ in second order. By itself it does not supply the slope of $E$, for which the response is needed.

If two different minima exchange order at some geometry, $Q_X$ jumps. The lowest free energy is continuous there but can have a kink; if it does, no single force exists at that point. On each smooth branch the first derivation still applies.

## Work and motion at constant temperature

Let nuclei of masses $M_a$ and coordinates $X_a$ move classically under these forces, with electrons kept at fixed $T$ and $N$ at every instant. Their kinetic energy $K$ obeys

$$\frac{dK}{dt}=\sum_a M_a\dot X_a\ddot X_a=-\sum_a\dot X_a\frac{\partial A}{\partial X_a}=-\frac{dA}{dt}.$$

So $K+A$ is conserved. The sum $K+E$ changes at the rate $T\,dS_{\rm el}/dt$, the heat that the electrons take up to stay at constant temperature.

The integrated force shows the same balance. From 300 to 340 pm at 10000 K, the force does $-0.0031$ aJ of work, equal to $-\Delta A$; the value of $-\Delta E$ is $-0.0343$ aJ. The difference, $T\Delta S_{\rm el}=0.0343-0.0031=0.0312$ aJ, is absorbed as heat.

The work is negative although the force at 300 pm points outward. Thus $A$ first falls and then ends above its starting value, so on this smooth branch it has a minimum between the two bond lengths. At 300 pm $E$ already rises with $R$. In this model the hot molecule is therefore pushed towards a longer bond by the electronic entropy, against the slope of its internal energy. How far this carries over to a real molecule is not settled here, since correlation and spin polarization are absent and the small basis lacks the diffuse functions that excited and negatively charged states need. The numbers are not converged in the basis: with 6-31G*, 6-31+G*, cc-pVDZ, aug-cc-pVDZ, def2-TZVP and cc-pVTZ, at 300 pm and 10000 K, the force lies between $0.21$ and $0.32$ nN, $-dE/dR$ between $-0.46$ and $-0.66$ nN, and the entropy part between $0.68$ and $0.99$ nN. The signs are the same in all of them. The relation between force and free energy within the model does not depend on that accuracy. The numerical output lists the comparisons at the other temperatures.

## Computed results

```
LiNa, restricted Hartree-Fock, 6-31G; forces act on Na along +R
Bond length: 300.0 pm
Electronic temperature: 10000 K
Electrons: 14  Basis functions: 22
k_B T: 0.138065 aJ
Finite-difference step: 1.0584 pm
Chemical potential: -0.411511 aJ
Orbital 7: energy -0.708675 aJ, occupation per spin 0.895889
Orbital 8: energy 0.010760 aJ, occupation per spin 0.044852
Orbital 9: energy 0.136780 aJ, occupation per spin 0.018501
Orbital 10: energy 0.136780 aJ, occupation per spin 0.018501
Orbital 11: energy 0.221238 aJ, occupation per spin 0.010121
Internal energy E: -737.812972 aJ
Entropy S_el/k_B: 1.678434 (dimensionless)
T S_el: 0.231733 aJ
Free energy A: -738.044705 aJ
HOMO-to-LUMO transfer slope of E: 1.438871 aJ
Twice the HOMO-LUMO gap: 1.438871 aJ
HOMO-to-LUMO transfer slope of A: 0.0e+00 aJ
Force part, one-electron: -193.760854 nN
Force part, two-electron: 107.501833 nN
Force part, Pulay: 1.879182 nN
Force part, nuclear repulsion: 84.592844 nN
Force from formula: 0.213005 nN
Force from formula, converted: 0.132947 eV/angstrom
-dA/dR at fixed T,N (differences): 0.213005 nN
-dE/dR at fixed T,N (differences): -0.506692 nN
-dE/dR at fixed T,N, converted: -0.316252 eV/angstrom
T dS_el/dR (differences): 0.719697 nN
T dS_el/dR (response formula): 0.719697 nN
dmu/dR (response formula): 0.295077 nN
dmu/dR (differences): 0.295077 nN
-dOmega/dR at fixed T,mu: 0.213005 nN
dN/dR at fixed T,mu: -0.344893 electrons/nm
-dE/dR at fixed occupations: 0.213005 nN
Pulay force part with PFP/2: 1.666488 nN
Total force with PFP/2 (incorrect): 0.000311 nN
Force at 1000 K from formula: -0.003210 nN
Ground-state force (standard program): -0.003210 nN
T = 5000 K: formula 0.006599 nN, -dA/dR 0.006599 nN, -dE/dR -0.050947 nN
T = 15000 K: formula 0.646927 nN, -dA/dR 0.646927 nN, -dE/dR -0.677005 nN
Final bond length of isothermal path: 340.0 pm
Work done by the force along the path: -0.003114 aJ
-(change of A) along the path: -0.003114 aJ
-(change of E) along the path: -0.034265 aJ
```
